# Elastic constants from Born and Huang's method of long waves: a numerical check

```python
"""Method of long waves: elastic constants from moments of force constants.

Result under test, for a crystal free of forces and stress:
  c[a,g,b,l] = [ab,gl] + [bg,al] - [ag,bl] + (ag,bl)
  [ab,gl] = -(1/2V) sum Phi_ab x_g x_l            (square bracket)
  (ag,bl) = -(1/V) Lambda_ag . Gamma . Lambda_bl  (round bracket)
Phi: force constants; x: vector between the two atoms; V: cell volume;
Lambda: first moment summed over the second atom; Gamma: inverse of the
zeroth moment with one sublattice fixed.
The model energy per cell is a sum over terms t of
  lin_t (d_t - d0_t) + K_t (d_t - d0_t)^2 / 2,   d_t = a_t . b_t,
where a_t, b_t run from atom i to atoms j, k (a bond has a_t = b_t).
Units: Ry and bohr. Masses enter only as ratios.
"""
import numpy as np
from scipy.optimize import root
from scipy import constants as const

VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
EYE = np.eye(3)


class Crystal:
    def __init__(self, volume, natoms, terms):
        self.V, self.n = volume, natoms
        self.i, self.j, self.k = (np.array([t[m] for t in terms])
                                  for m in range(3))
        self.a = np.array([t[3] for t in terms])
        self.b = np.array([t[4] for t in terms])
        self.lin = np.array([t[5] for t in terms])
        self.K = np.array([t[6] for t in terms])
        self.d0 = np.sum(self.a * self.b, axis=1)

    def energy_and_gradient(self, strain, w):
        """Energy per cell and its gradient in the sublattice shifts w."""
        F = EYE + strain
        a = self.a @ F.T + w[self.j] - w[self.i]
        b = self.b @ F.T + w[self.k] - w[self.i]
        change = np.sum(a * b, axis=1) - self.d0
        energy = np.sum(self.lin * change + 0.5 * self.K * change**2)
        slope = (self.lin + self.K * change)[:, None]
        grad = np.zeros((self.n, 3))
        np.add.at(grad, self.j, slope * b)
        np.add.at(grad, self.k, slope * a)
        np.add.at(grad, self.i, -slope * (a + b))
        return energy, grad

    def relaxed_shifts(self, strain):
        """Nonlinear solution of zero force, atom 0 held fixed."""
        def full(y):
            return np.vstack([np.zeros(3), y.reshape(-1, 3)])

        def force(y):
            return self.energy_and_gradient(strain, full(y))[1][1:].ravel()
        y = root(force, np.zeros(3 * (self.n - 1)), tol=1e-13).x
        assert np.max(np.abs(force(y))) < 1e-9
        return full(y)

    def force_constants(self):
        """List of (atom p, atom q, vector from p to q, 3x3 block)."""
        bilinear = [[2, -1, -1], [-1, 0, 1], [-1, 1, 0]]
        out = []
        for i, j, k, a, b, lin, K in zip(self.i, self.j, self.k, self.a,
                                         self.b, self.lin, self.K):
            site, pos, g = (i, j, k), (0 * a, a, b), (-(a + b), b, a)
            for p in range(3):
                for q in range(3):
                    block = (K * np.outer(g[p], g[q])
                             + lin * bilinear[p][q] * EYE)
                    out.append((site[p], site[q], pos[q] - pos[p], block))
        return out


def strain_tensor(e):
    s = np.zeros((3, 3))
    for value, (a, b) in zip(e, VOIGT):
        s[a, b] += value / 2
        s[b, a] += value / 2
    return s


def strained_energy(crystal, e, relax):
    s = strain_tensor(e)
    w = crystal.relaxed_shifts(s) if relax else np.zeros((crystal.n, 3))
    return crystal.energy_and_gradient(s, w)[0]


def constants_from_energy(crystal, relax, h=5e-4):
    c, unit = np.zeros((6, 6)), np.eye(6) * h
    for I in range(6):
        for J in range(I, 6):
            total = sum(s * t * strained_energy(
                crystal, s * unit[I] + t * unit[J], relax)
                for s in (1, -1) for t in (1, -1))
            c[I, J] = c[J, I] = total / (4 * h * h * crystal.V)
    return c


def stress_from_energy(crystal, h=1e-4):
    sigma = np.zeros((3, 3))
    for I, (a, b) in enumerate(VOIGT):
        e = np.eye(6)[I] * h
        sigma[a, b] = sigma[b, a] = (
            strained_energy(crystal, e, False)
            - strained_energy(crystal, -e, False)) / (2 * h * crystal.V)
    return sigma


def brackets(crystal, fixed=0):
    n = crystal.n
    zeroth, first = np.zeros((n, 3, n, 3)), np.zeros((n, 3, n, 3, 3))
    second = np.zeros((3, 3, 3, 3))
    for p, q, x, block in crystal.force_constants():
        zeroth[p, :, q, :] += block
        first[p, :, q, :, :] += np.einsum('ab,g->abg', block, x)
        second += np.einsum('ab,g,l->abgl', block, x, x)
    square = -second / (2 * crystal.V)
    Lam = first.sum(axis=2)
    free = [m for m in range(n) if m != fixed]
    inner = zeroth[np.ix_(free, range(3), free, range(3))]
    inner = inner.reshape(3 * (n - 1), 3 * (n - 1))
    L = Lam[free].reshape(-1, 3, 3)
    rnd = -np.einsum('mag,mn,nbl->agbl', L, np.linalg.inv(inner), L)
    return square, rnd / crystal.V, Lam, inner


def combine(square):
    """[ab,gl] + [bg,al] - [ag,bl], stored with index order a,g,b,l."""
    return (np.einsum('abgl->agbl', square)
            + np.einsum('bgal->agbl', square) - square)


def to_voigt(c4):
    return np.array([[c4[p + q] for q in VOIGT] for p in VOIGT])


def acoustic_moduli(crystal, masses, q):
    """rho omega^2 / q^2 of the three lowest modes, full dynamical matrix."""
    D = np.zeros((crystal.n, 3, crystal.n, 3), dtype=complex)
    for p, r, x, block in crystal.force_constants():
        D[p, :, r, :] += block * np.exp(1j * (q @ x))
    root_mass = np.repeat(np.sqrt(masses), 3)
    D = D.reshape(3 * crystal.n, -1) / np.outer(root_mass, root_mass)
    return np.linalg.eigvalsh(D)[:3] * sum(masses) / crystal.V / (q @ q)


# ---- Triclinic crystal: three atoms, bond tensions, many-body terms ----
cell = np.array([[5.0, 0, 0], [0.8, 5.5, 0], [0.5, -1.0, 4.8]])
volume = np.linalg.det(cell)
atoms = np.array([[0, 0, 0], [0.45, 0.52, 0.10], [0.10, 0.48, 0.55]]) @ cell
bonds = []
for i in range(3):
    for j in range(i, 3):
        for m in np.ndindex(5, 5, 5):
            shift = np.array(m) - 2
            if i == j and tuple(shift) <= (0, 0, 0):
                continue
            x = atoms[j] + shift @ cell - atoms[i]
            if np.linalg.norm(x) < 5.8:
                bonds.append((i, j, x))
random_tension = 0.005 * np.random.default_rng(7).normal(size=len(bonds))


def triclinic(target_stress):
    """Bond tensions adjusted: no force on any atom, stress as requested."""
    rows = []
    for i, j, x in bonds:
        force = np.zeros((3, 3))
        force[j] += x
        force[i] -= x
        rows.append(np.r_[force.ravel(),
                          [2 * x[a] * x[b] / volume for a, b in VOIGT]])
    C = np.array(rows).T
    goal = np.r_[np.zeros(9), [target_stress[p] for p in VOIGT]]
    lin = random_tension + np.linalg.pinv(C) @ (goal - C @ random_tension)
    terms = [(i, j, j, x, x, t, 0.001) for (i, j, x), t in zip(bonds, lin)]
    for (i, j, x), (i2, k, y) in zip(bonds[:-1], bonds[1:]):
        if i == i2:
            terms.append((i, j, k, x, y, 0.0, 0.0005))
    return Crystal(volume, 3, terms)


free_crystal = triclinic(np.zeros((3, 3)))
assert np.max(np.abs(free_crystal.lin)) > 1e-3
assert np.max(np.abs(stress_from_energy(free_crystal))) < 1e-6
square, rnd, Lam, inner = brackets(free_crystal)
assert np.linalg.eigvalsh(inner)[0] > 0
assert np.allclose(Lam, Lam.transpose(0, 1, 3, 2), atol=1e-12)
assert np.allclose(Lam.sum(axis=0), 0, atol=1e-12)
assert np.allclose(rnd, brackets(free_crystal, fixed=2)[1], atol=1e-12)
assert np.linalg.eigvalsh(to_voigt(rnd))[-1] < 1e-12
c4 = combine(square) + rnd
c_clamped, c_full = to_voigt(combine(square)), to_voigt(c4)
assert np.linalg.eigvalsh(c_full)[0] > 0
scale = np.max(np.abs(c_full))
err_clamped = np.max(np.abs(
    c_clamped - constants_from_energy(free_crystal, False))) / scale
err_full = np.max(np.abs(
    c_full - constants_from_energy(free_crystal, True))) / scale
assert err_clamped < 1e-4 and err_full < 1e-4
assert np.max(np.abs(c_full - c_clamped)) > 1e-2 * scale

direction = np.array([1.0, 2.0, -0.5])
direction /= np.linalg.norm(direction)
christoffel = np.einsum('agbl,g,l->ab', c4, direction, direction)
sound = np.linalg.eigvalsh(christoffel)
err_wave = 0.0
for masses in ([1.0, 1.0, 1.0], [1.0, 4.0, 2.5]):
    wave = acoustic_moduli(free_crystal, masses, 1e-3 * direction)
    err_wave = max(err_wave, np.max(np.abs(wave / sound - 1)))
assert err_wave < 1e-4

print("TRICLINIC TEST CRYSTAL (3 atoms, model)")
print(f"cell volume = {volume:.2f} bohr^3, bonds per cell = {len(bonds)}")
print(f"c11 clamped, relaxed = {c_clamped[0, 0]:.5f}, "
      f"{c_full[0, 0]:.5f} Ry/bohr^3")
print(f"c44 clamped, relaxed = {c_clamped[3, 3]:.5f}, "
      f"{c_full[3, 3]:.5f} Ry/bohr^3")
print(f"brackets vs strained energy, clamped: max error/max c = "
      f"{err_clamped:.1e}")
print(f"brackets vs strained energy, relaxed: max error/max c = "
      f"{err_full:.1e}")
print(f"brackets vs sound waves, two mass sets: max rel. error = "
      f"{err_wave:.1e}")

shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 0.001
for label, target in (("no stress", 0 * EYE), ("pressure", -0.001 * EYE),
                      ("shear stress", shear)):
    stressed = triclinic(target)
    sigma = stress_from_energy(stressed)
    assert np.allclose(sigma, target, atol=1e-6)
    sq = brackets(stressed)[0]
    mismatch = sq - sq.transpose(2, 3, 0, 1)
    predicted = (np.einsum('ab,gl->abgl', EYE, sigma)
                 - np.einsum('gl,ab->abgl', EYE, sigma))
    assert np.allclose(mismatch, predicted, atol=2e-6)
    print(f"Huang mismatch, {label}: max |stress| = "
          f"{np.max(np.abs(sigma)):.5f}, max |[ab,gl]-[gl,ab]| = "
          f"{np.max(np.abs(mismatch)):.5f} Ry/bohr^3")

# ---- Diamond structure: radial spring S, bending constant B ----
a0, S, B = 10.0, 0.2, 0.01
r2 = 3 * a0**2 / 16
legs = a0 / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
terms = [(0, 1, 1, x, x, 0.0, S / (4 * r2)) for x in legs]
for m in range(4):
    for n in range(m):
        terms.append((0, 1, 1, legs[m], legs[n], 0.0, B / r2))
        terms.append((1, 0, 0, -legs[m], -legs[n], 0.0, B / r2))
diamond = Crystal(a0**3 / 4, 2, terms)
square, rnd, Lam, inner = brackets(diamond)
clamped, full = to_voigt(combine(square)), to_voigt(combine(square) + rnd)
numeric = constants_from_energy(diamond, True)
assert np.allclose(full, numeric, atol=1e-4 * full[0, 0])
assert np.allclose(clamped, constants_from_energy(diamond, False),
                   atol=1e-4 * full[0, 0])
xxxx, xxyy, xyxy = square[0, 0, 0, 0], square[0, 0, 1, 1], square[0, 1, 0, 1]
round44 = rnd[0, 1, 0, 1]
assert np.allclose([xxxx, xxyy, xyxy],
                   np.array([S + 12 * B, S + 4 * B, S]) / (3 * a0))
assert np.isclose(round44, -(S - 4 * B)**2 / (3 * a0 * (S + 4 * B)))
assert np.isclose(full[0, 0], (S + 12 * B) / (3 * a0))
assert np.isclose(full[0, 1], (S - 4 * B) / (3 * a0))
assert np.isclose(full[5, 5], 16 * S * B / (3 * a0 * (S + 4 * B)))
assert np.isclose(Lam[1, 2, 0, 1], a0 / 3 * (S - 4 * B))
assert np.allclose(inner, 4 / 3 * (S + 4 * B) * EYE)
gamma = 1e-4
shift = diamond.relaxed_shifts(strain_tensor([0, 0, 0, 0, 0, gamma]))[1, 2]
zeta = (S - 4 * B) / (S + 4 * B)
assert abs(shift / gamma + zeta * a0 / 4) < 1e-3

ry = const.physical_constants['Rydberg constant times hc in J'][0]
bohr = const.physical_constants['Bohr radius'][0]
gpa = ry / bohr**3 / 1e9
print("DIAMOND-STRUCTURE MODEL")
print(f"a = {a0:.1f} bohr, V = {diamond.V:.1f} bohr^3, "
      f"r0 = {np.sqrt(r2):.4f} bohr")
print(f"S = {S:.3f} Ry/bohr^2, B = {B:.3f} Ry/bohr^2")
print(f"[xx,xx] = {xxxx:.6f} Ry/bohr^3")
print(f"[xx,yy] = {xxyy:.6f} Ry/bohr^3")
print(f"[xy,xy] = {xyxy:.6f} Ry/bohr^3")
print(f"Lambda_(z,xy) of atom 2 = {Lam[1, 2, 0, 1]:.6f} Ry/bohr")
print(f"internal spring = {inner[2, 2]:.6f} Ry/bohr^2")
print(f"(xy,xy) = {round44:.6f} Ry/bohr^3")
print(f"1 Ry/bohr^3 = {gpa:.2f} GPa")
for name, value in (("c11", full[0, 0]), ("c12", full[0, 1]),
                    ("c44 clamped", clamped[5, 5]),
                    ("c44 relaxed", full[5, 5])):
    print(f"{name} = {value:.6f} Ry/bohr^3 = {value * gpa:.2f} GPa")
print(f"c44 from relaxed strained energy = {numeric[5, 5]:.6f} Ry/bohr^3")
print(f"sublattice shift / shear angle = {shift / gamma:.4f} bohr")
print(f"internal-strain parameter (S-4B)/(S+4B) = {zeta:.4f}")
print("Transverse wave along x, mass ratio 1:3")
errors = []
for q in (0.1, 0.05, 0.025):
    modulus = acoustic_moduli(diamond, [1.0, 3.0], np.array([q, 0, 0]))[0]
    errors.append(modulus - full[5, 5])
    print(f"q = {q:.3f} /bohr: rho omega^2/q^2 = {modulus:.6f} Ry/bohr^3")
assert 3.5 < errors[0] / errors[1] < 4.5
assert 3.8 < errors[1] / errors[2] < 4.2
print(f"error ratios on halving q = {errors[0] / errors[1]:.3f}, "
      f"{errors[1] / errors[2]:.3f}")
print("all tests passed")
```

It prints:

```
TRICLINIC TEST CRYSTAL (3 atoms, model)
cell volume = 132.00 bohr^3, bonds per cell = 25
c11 clamped, relaxed = 0.10280, 0.08823 Ry/bohr^3
c44 clamped, relaxed = 0.02675, 0.02277 Ry/bohr^3
brackets vs strained energy, clamped: max error/max c = 2.8e-07
brackets vs strained energy, relaxed: max error/max c = 2.3e-07
brackets vs sound waves, two mass sets: max rel. error = 6.0e-06
Huang mismatch, no stress: max |stress| = 0.00000, max |[ab,gl]-[gl,ab]| = 0.00000 Ry/bohr^3
Huang mismatch, pressure: max |stress| = 0.00100, max |[ab,gl]-[gl,ab]| = 0.00000 Ry/bohr^3
Huang mismatch, shear stress: max |stress| = 0.00100, max |[ab,gl]-[gl,ab]| = 0.00100 Ry/bohr^3
DIAMOND-STRUCTURE MODEL
a = 10.0 bohr, V = 250.0 bohr^3, r0 = 4.3301 bohr
S = 0.200 Ry/bohr^2, B = 0.010 Ry/bohr^2
[xx,xx] = 0.010667 Ry/bohr^3
[xx,yy] = 0.008000 Ry/bohr^3
[xy,xy] = 0.006667 Ry/bohr^3
Lambda_(z,xy) of atom 2 = 0.533333 Ry/bohr
internal spring = 0.320000 Ry/bohr^2
(xy,xy) = -0.003556 Ry/bohr^3
1 Ry/bohr^3 = 14710.51 GPa
c11 = 0.010667 Ry/bohr^3 = 156.91 GPa
c12 = 0.005333 Ry/bohr^3 = 78.46 GPa
c44 clamped = 0.008000 Ry/bohr^3 = 117.68 GPa
c44 relaxed = 0.004444 Ry/bohr^3 = 65.38 GPa
c44 from relaxed strained energy = 0.004444 Ry/bohr^3
sublattice shift / shear angle = -1.6667 bohr
internal-strain parameter (S-4B)/(S+4B) = 0.6667
Transverse wave along x, mass ratio 1:3
q = 0.100 /bohr: rho omega^2/q^2 = 0.004381 Ry/bohr^3
q = 0.050 /bohr: rho omega^2/q^2 = 0.004429 Ry/bohr^3
q = 0.025 /bohr: rho omega^2/q^2 = 0.004440 Ry/bohr^3
error ratios on halving q = 4.003, 4.001
all tests passed
```
